\section*{Singular Values of Augmented and Smooth Overlaps in Ultrasoft Band Geometry}

\section{What the augmentation restores}

\textbf{Q.} An ultrasoft calculation stores smooth Bloch states. Why can I not use their overlaps at neighbouring wavevectors as they stand to obtain Wannier functions and band geometry?

\textbf{A.} Because the smooth states are not orthonormal in the ordinary sense. Take $J$ bands separated by a gap from all others, and let $\tilde\psi_{n\mathbf k}$ be their smooth states. With projectors $\beta_i$ and $B_{in}(\mathbf k)=\langle\beta_i|\tilde\psi_{n\mathbf k}\rangle$, the normalization per cell is
\begin{equation}
\langle\tilde\psi_{m\mathbf k}|\tilde\psi_{n\mathbf k}\rangle
+\bigl(B_{\mathbf k}^\dagger qB_{\mathbf k}\bigr)_{mn}=\delta_{mn}.
\label{eq:norm}
\end{equation}
Here $q_{ij}=\int Q_{ij}(\mathbf r)\,d\mathbf r$ and $Q_{ij}=\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j$ inside an atomic sphere, where $\phi_i$ are all-electron partial waves and $\tilde\phi_i$ their smooth partners. Spheres do not overlap, and $i,j$ belong to the same atom.

\textbf{Q.} Then I add the same charges $q_{ij}$ to the overlap between $\mathbf k$ and $\mathbf k+\mathbf b$?

\textbf{A.} The overlap contains a phase, and the augmentation must contain it too. With $u_{n\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\psi_{n\mathbf k}$,
\begin{equation}
\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf b}\rangle
=\int_{\rm cell}\psi_{m\mathbf k}^*e^{-i\mathbf b\cdot\mathbf r}
\psi_{n,\mathbf k+\mathbf b}\,d\mathbf r .
\end{equation}
Suppose the partial waves are complete for these bands. Inside a sphere this means $\tilde\psi_n=\sum_i\tilde\phi_iB_{in}$ and $\psi_n=\sum_i\phi_iB_{in}$; outside, $\psi_n=\tilde\psi_n$. Adding and subtracting the smooth product inside the spheres gives
\begin{align}
M(\mathbf k,\mathbf b)&=\tilde M(\mathbf k,\mathbf b)
+B_{\mathbf k}^\dagger Q(\mathbf b)B_{\mathbf k+\mathbf b}
=\langle u_{\mathbf k}|u_{\mathbf k+\mathbf b}\rangle,
\label{eq:M}\\
\tilde M_{mn}(\mathbf k,\mathbf b)&=\int_{\rm cell}\tilde\psi_{m\mathbf k}^*
e^{-i\mathbf b\cdot\mathbf r}\tilde\psi_{n,\mathbf k+\mathbf b}\,d\mathbf r,
\qquad
Q_{ij}(\mathbf b)=\int Q_{ij}(\mathbf r)e^{-i\mathbf b\cdot\mathbf r}d\mathbf r .
\end{align}
Position is measured from the cell origin. If $Q_{ij}$ is tabulated about an atom at $\boldsymbol\tau$, its transform acquires the factor $e^{-i\mathbf b\cdot\boldsymbol\tau}$.

\section{The augmented matrix at small $b$}

\textbf{Q.} Even the true overlap matrix is not unitary at finite $\mathbf b$. What does it lose?

\textbf{A.} It loses the part of the occupied space that has turned out of itself. Let $P_{\mathbf k}=\sum_n|u_{n\mathbf k}\rangle\langle u_{n\mathbf k}|$, summed over the $J$ bands. Then
\begin{align}
(MM^\dagger)_{mn}
&=\sum_l\langle u_{m\mathbf k}|u_{l,\mathbf k+\mathbf b}\rangle
\langle u_{l,\mathbf k+\mathbf b}|u_{n\mathbf k}\rangle\nonumber\\
&=\langle u_{m\mathbf k}|P_{\mathbf k+\mathbf b}|u_{n\mathbf k}\rangle
=\delta_{mn}-\langle u_{m\mathbf k}|(1-P_{\mathbf k+\mathbf b})|u_{n\mathbf k}\rangle .
\label{eq:loss}
\end{align}
The subtracted matrix is positive semidefinite, so no singular value of $M$ exceeds one.

\textbf{Q.} The subtracted term might be linear in $b$. Why not?

\textbf{A.} The projection enters on both sides. Write $\mathbf b=b\hat{\mathbf b}$ and $\partial=\hat{\mathbf b}\cdot\nabla_{\mathbf k}$. The gap allows a locally smooth choice of the $J$ states, so
\begin{equation}
u_{\mathbf k}=u_{\mathbf k+\mathbf b}-b\,\partial u_{\mathbf k+\mathbf b}+O(b^2).
\end{equation}
Since $(1-P_{\mathbf k+\mathbf b})u_{\mathbf k+\mathbf b}=0$,
\begin{equation}
(1-P_{\mathbf k+\mathbf b})u_{\mathbf k}
=-b(1-P_{\mathbf k})\partial u_{\mathbf k}+O(b^2).
\end{equation}
In the last step the shift of the argument from $\mathbf k+\mathbf b$ to $\mathbf k$ costs only another factor of $b$. Because $1-P=(1-P)^2$, the loss is the inner product of two such vectors:
\begin{equation}
MM^\dagger=1-b^2G+O(b^3),\qquad
G_{mn}=\langle\partial u_m|(1-P)|\partial u_n\rangle .
\label{eq:G}
\end{equation}

\textbf{Q.} Is $G$ the quantum metric, and is it the coefficient for each singular value?

\textbf{A.} $G$ is the metric as a matrix in the band indices; its trace is the usual metric of the band group along $\hat{\mathbf b}$. The eigenvalues of $MM^\dagger$ are $\sigma_i^2$. A Hermitian correction of order $b^3$ moves each ordered eigenvalue by at most its norm, so $\sigma_i^2=1-b^2g_i+O(b^3)$, with $g_i$ the eigenvalues of $G$. Using $\sqrt{1-x}=1-x/2+O(x^2)$,
\begin{equation}
\sigma_i(M)=1-\frac{b^2}{2}g_i+O(b^3).
\label{eq:sigma}
\end{equation}
The coefficient of one singular value is therefore half an eigenvalue. The trace appears in the product, $|\det M|=\prod_i\sigma_i=1-\tfrac12b^2\,{\rm tr}\,G+O(b^3)$. For a single band the two statements coincide.

\textbf{Q.} Band phases are arbitrary, and the bands may be mixed at each $\mathbf k$. Does that spoil the coefficient?

\textbf{A.} No. Under $u\to uU$ with unitary $U(\mathbf k)$, $\partial(uU)=(\partial u)U+u\,\partial U$. The projector $1-P$ removes the second term, so $G\to U^\dagger GU$. Meanwhile $M\to U_{\mathbf k}^\dagger MU_{\mathbf k+\mathbf b}$. Neither change affects $g_i$ or $\sigma_i$.

\section{An independent value of the metric}

\textbf{Q.} I would like to obtain $G$ without using overlaps at two wavevectors.

\textbf{A.} Differentiate $H_{\mathbf k}u_n=E_nu_n$ and project on a state $c$ outside the group:
\begin{align}
\langle c|\partial H|n\rangle+E_c\langle c|\partial u_n\rangle
&=E_n\langle c|\partial u_n\rangle,\nonumber\\
\langle c|\partial u_n\rangle&=\frac{\langle c|\partial H|n\rangle}{E_n-E_c}.
\end{align}
The term with $\partial E_n$ vanished because $\langle c|u_n\rangle=0$. Inserting the outside states in Eq.~(\ref{eq:G}),
\begin{equation}
G_{mn}=\sum_c\frac{\langle c|\partial H|m\rangle^*\langle c|\partial H|n\rangle}
{(E_m-E_c)(E_n-E_c)} .
\label{eq:sos}
\end{equation}
Crossings inside the group do no harm to $P$. If the gap to an outside band closes, however, a denominator vanishes, $P$ need not be differentiable, and the expansion can fail.

\textbf{Q.} Give me a case in which both sides can be computed.

\textbf{A.} Take independent electrons in a one-dimensional crystal with
\begin{equation}
V(x)=-V_0\exp\{s[\cos(2\pi x/a)-1]\},
\end{equation}
$a=4.5$ bohr, $V_0=6$ hartree and $s=1.9$. The two lowest bands form the group. At $k_0=0.4189\ {\rm bohr}^{-1}$ the lowest three energies are $-4.034$, $-1.042$ and $0.262$ hartree, so the separation from the group to the next band is $0.262+1.042=1.304$ hartree.

Even and odd partial waves are integrated at three energies each. Inside a sphere of radius $1.2$ bohr they are replaced by polynomials matched in value and three derivatives. The plane-wave Bloch states are made smooth by the same replacement and then orthonormalized through Eq.~(\ref{eq:norm}). Before that last step the left side of Eq.~(\ref{eq:norm}) differs from the unit matrix by $4\times10^{-10}$ at $k_0$ and by about $1\times10^{-9}$ at most over the zone. This example tests overlaps; it does not test how well a pseudo-Hamiltonian would reproduce the bands.

Equation~(\ref{eq:sos}) gives $g=0.006475$ and $0.531495\ {\rm bohr}^2$, with trace $0.538\ {\rm bohr}^2=0.151$ \AA$^2$. For the augmented overlap with end points $k_0\mp b/2$ and $b=0.05\ {\rm bohr}^{-1}$, the smaller singular value is $0.99933529$, hence
\begin{equation}
\frac{2(1-0.99933529)}{0.05^2}=0.53177\ {\rm bohr}^2 .
\end{equation}
The result lies $0.05\%$ above the metric eigenvalue.

\textbf{Q.} Why centre the interval at $k_0$?

\textbf{A.} It removes the cubic term when the $g_i$ are distinct. From the definitions,
\begin{equation}
M(\mathbf k,\mathbf b)^\dagger=M(\mathbf k+\mathbf b,-\mathbf b),
\label{eq:reverse}
\end{equation}
because $Q_{ij}(\mathbf r)^*=Q_{ji}(\mathbf r)$ implies $Q(\mathbf b)^\dagger=Q(-\mathbf b)$. Reversing $b$ about a fixed midpoint thus exchanges the end points and leaves the singular values unchanged. For distinct $g_i$, each eigenvalue of $(1-MM^\dagger)/b^2$ is smooth near $b=0$ and even, so the error in $\sigma_i$ is $O(b^4)$.

The estimates of the larger $g$ at $b=0.2$, $0.1$ and $0.05\ {\rm bohr}^{-1}$ are $0.535739$, $0.532582$ and $0.531768\ {\rm bohr}^2$. Their successive changes have ratio $3.88$. A pure $b^2$ error in the estimate would give $4$, and a linear one $2$. Eliminating the $b^2$ error from the last two estimates gives
\begin{equation}
\frac{4(0.531768)-0.532582}{3}=0.531497\ {\rm bohr}^2,
\end{equation}
to be compared with $0.531495\ {\rm bohr}^2$ from the sum over states.

\textbf{Q.} One eigenvalue is some eighty times smaller than the other. Is that an accident?

\textbf{A.} A limiting case suggests a reason. For isolated wells, the overlap becomes $\langle m|e^{-ibx}|n\rangle$ between localized states, and $G_{mn}=\langle m|x(1-P)x|n\rangle$. If the well is harmonic with frequency $\omega$ and its two lowest states form $P$, then
\begin{equation}
x|0\rangle=\frac{|1\rangle}{\sqrt{2\omega}},\qquad
x|1\rangle=\frac{|0\rangle+\sqrt2\,|2\rangle}{\sqrt{2\omega}} .
\end{equation}
The first vector stays in the group. Of the second, only the $|2\rangle$ part leaves it, so the eigenvalues are $0$ and $1/\omega$.

The limit accounts for the pattern, not for the size. Here $\omega^2=V''(0)=V_0s(2\pi/a)^2=22.2$, so $\omega=4.71$ hartree and $1/\omega=0.21\ {\rm bohr}^2$, less than half of the computed $0.53$. The discrepancy is mainly anharmonicity: a single well of the actual shape, continued by a constant beyond $|x|=a/2$, has eigenvalues $0.0071$ and $0.76\ {\rm bohr}^2$, close to the zone averages $0.0059$ and $0.76\ {\rm bohr}^2$ of the crystal. Dispersion then spreads the larger eigenvalue from $0.33$ to $1.41\ {\rm bohr}^2$ over the zone, so both the value $0.53$ and the ratio of eighty belong to $k_0$; the ratio ranges from about $35$ to $430$.

\section{The smooth matrix at small $b$}

\textbf{Q.} The smooth overlaps are continuous in $b$ as well. Why should they not also approach a unitary matrix?

\textbf{A.} Continuity takes them to their value at $b=0$, and Eq.~(\ref{eq:norm}) fixes that value:
\begin{equation}
\tilde M(\mathbf k,0)=1-B_{\mathbf k}^\dagger qB_{\mathbf k}.
\label{eq:smooth}
\end{equation}
This is a matrix of inner products, so it is Hermitian and positive semidefinite. It has no zero eigenvalue: a combination with zero smooth norm would have zero projections too, and could not satisfy Eq.~(\ref{eq:norm}). Its singular values are therefore its eigenvalues $\lambda_i>0$. They are all one if and only if $B^\dagger qB=0$.

In the example, Eq.~(\ref{eq:smooth}) predicts $0.87387$ and $0.57763$. At $b=0.02\ {\rm bohr}^{-1}$ the smooth matrix has singular values $0.87376$ and $0.57764$, while those of the augmented matrix are $0.9999987$ and $0.9998937$. The two eigenvalues of the missing norm are $1-0.874=0.126$ and $1-0.578=0.422$. A finer mesh in $k$ cannot restore them. The phase of $\det\tilde M$ is a different matter. Orthonormalizing the smooth states multiplies $\tilde M(\mathbf k,\mathbf b)$ by the positive definite matrices $\tilde M(\mathbf k,0)^{-1/2}$ and $\tilde M(\mathbf k+\mathbf b,0)^{-1/2}$, whose determinants are positive. A Berry phase from smooth overlaps is therefore insensitive to the missing norm and converges with the mesh, but in general to a value different from the all-electron one, unless symmetry fixes it, as inversion does in this example.

\textbf{Q.} So smooth overlaps are always nonunitary in this limit?

\textbf{A.} Not if the missing-norm matrix vanishes. With generalized norm conservation, $q_{ij}=0$ for all pairs, and $\tilde M(\mathbf k,0)=1$. The smooth overlaps still lack the $b$-dependent part of $Q(\mathbf b)$, so their $b^2$ coefficient need not be that of the all-electron states.

\section{Approximate augmentation}

\textbf{Q.} Your derivation used complete partial waves. If they are incomplete, $M$ is no longer an overlap of true states. Does a linear loss return?

\textbf{A.} It does not, provided Eqs.~(\ref{eq:norm}) and~(\ref{eq:reverse}) hold and the states vary smoothly. Expand $M(\mathbf k,\mathbf b)=1+bA_1(\mathbf k)+b^2A_2(\mathbf k)+O(b^3)$. The first-order part of Eq.~(\ref{eq:reverse}) reads $A_1^\dagger=-A_1$. Thus
\begin{align}
MM^\dagger&=1+b(A_1+A_1^\dagger)
+b^2(A_2+A_2^\dagger+A_1A_1^\dagger)+O(b^3)\nonumber\\
&=1-b^2K+O(b^3),\qquad
K=-(A_2+A_2^\dagger+A_1A_1^\dagger).
\end{align}
The quadratic law survives, but $K$ need not be the metric.

For complete waves it is. Then $A_1=\langle u|\partial u\rangle$ and $A_2=\tfrac12\langle u|\partial^2u\rangle$. Differentiating $\langle u|u\rangle=1$ twice gives $A_2+A_2^\dagger=-\langle\partial u|\partial u\rangle$. Also $A_1A_1^\dagger=A_1^\dagger A_1=\langle\partial u|P|\partial u\rangle$, since $A_1$ is anti-Hermitian. Therefore $K=\langle\partial u|(1-P)|\partial u\rangle=G$.

The same argument answers your earlier proposal. Using $q$, with the atomic phase, in place of $Q(\mathbf b)$ preserves both conditions and hence the $b^2$ law, but it gives no guarantee of the right coefficient.

\textbf{Q.} In practice $Q_{ij}(\mathbf r)$ may itself be smoothed. If its charge and dipole are kept, is the metric safe?

\textbf{A.} No; the metric needs the second moment. Let $\Delta Q=Q^{\rm ps}-Q$. Its charge and dipole vanish, so the first two terms of the exponential drop out:
\begin{equation}
\Delta Q_{ij}(\mathbf b)=-\frac{b^2}{2}D_{ij}+O(b^3),\qquad
D_{ij}=\int(\hat{\mathbf b}\cdot\mathbf r)^2\Delta Q_{ij}(\mathbf r)\,d\mathbf r .
\end{equation}
Hence $M^{\rm ps}=M-\tfrac12b^2B^\dagger DB+O(b^3)$. The correction enters $M^{\rm ps}M^{{\rm ps}\dagger}$ once from each factor, and the two halves add:
\begin{equation}
M^{\rm ps}M^{{\rm ps}\dagger}=1-b^2(G+B^\dagger DB)+O(b^3).
\label{eq:ps}
\end{equation}
If $G+B^\dagger DB$ has a negative eigenvalue, a singular value exceeds one at small $b$, which true overlaps cannot do.

In three dimensions, split $(\hat{\mathbf b}\cdot\mathbf r)^2=r^2/3+[(\hat{\mathbf b}\cdot\mathbf r)^2-r^2/3]$. The bracket is a quadrupole and is safe if that multipole is kept. The remaining $\tfrac13\int r^2\Delta Q_{ij}\,d\mathbf r$ belongs to the spherical part, whose multipole moment fixes only its charge.

\textbf{Q.} Is this shift large enough to matter?

\textbf{A.} It can be, depending on how $Q$ is smoothed. As a deliberately crude case, $Q$ in the example was replaced over the whole sphere by shapes built on $[1-(x/r)^2]^2$ with $r=1.2$ bohr, keeping the charge and dipole. Equation~(\ref{eq:ps}) predicts $0.05705$ and $0.52569\ {\rm bohr}^2$; the overlaps at $b=0.02\ {\rm bohr}^{-1}$ give $0.05705$ and $0.52574\ {\rm bohr}^2$. The larger coefficient falls by about $1\%$, but the smaller rises from $0.0065$ to $0.057\ {\rm bohr}^2$, nearly ninefold, and the trace rises by $8\%$. Size and sign depend on the shape: with $r=0.6$ bohr Eq.~(\ref{eq:ps}) gives $-0.008\ {\rm bohr}^2$ for the smaller coefficient. If $Q$ is altered only inside $0.4$ or $0.8$ bohr, by a polynomial matched in value and slope that keeps charge and dipole, the smaller coefficient is $0.00654$ or $0.0145\ {\rm bohr}^2$ and the trace moves by less than $0.3\%$. These numbers belong to this model and are not estimates for real pseudopotentials. The singular values still approach one, so that approach alone does not certify the metric.

\section{Consequence for Wannier functions}

\textbf{Q.} How does all this reach the size of a Wannier function?

\textbf{A.} In one dimension, choose Bloch states smooth and periodic in $k$ and set
\begin{equation}
w_n(x)=\frac{a}{2\pi}\int e^{ikx}u_{nk}(x)\,dk .
\end{equation}
Since $xe^{ikx}=-i\partial_ke^{ikx}$, integration by parts gives
\begin{equation}
xw_n=\frac{a}{2\pi}\int e^{ikx}\,i\,\partial_ku_{nk}\,dk ,
\end{equation}
with no boundary term because $\psi_{nk}$ is periodic in $k$. Projecting out the group and taking the norm,
\begin{equation}
\Omega_{\rm I}=\sum_n\|(1-P)xw_n\|^2
=\frac{a}{2\pi}\int{\rm tr}\,G(k)\,dk ,
\end{equation}
where $P$ on the left projects on the whole band group. This is the part of the quadratic spread that no mixing of the bands can remove. On a mesh of $N$ points with $b=2\pi/(Na)$, Eq.~(\ref{eq:G}) yields
\begin{equation}
\Omega_{\rm I}\simeq\frac1N\sum_k\frac{J-\sum_i\sigma_i^2}{b^2}.
\label{eq:spread}
\end{equation}

With augmented overlaps the example gives $0.7668$ and $0.7683\ {\rm bohr}^2$ for $N=20$ and $40$. The zone average of the trace from Eq.~(\ref{eq:sos}) is $0.7688\ {\rm bohr}^2$.

\textbf{Q.} And if I insert the smooth overlaps?

\textbf{A.} The numerator then tends to $J-\sum_i\lambda_i^2$, and wherever the zone average of this limit is nonzero, as it is here, the quotient grows as $1/b^2$. At $k_0$ that numerator is $2-0.874^2-0.578^2=0.90$. Over the zone, the two meshes give $187$ and $747\ {\rm bohr}^2$: halving $b$ multiplies the supposed spread by $3.99$. To leading order the quotient is the zone average of $\sum_i m_i(2-m_i)$, where $m_i=1-\lambda_i$ are the eigenvalues of the missing norm, divided by the square of the mesh spacing. It has no limit that could be called a spread. The remaining values for both kinds of overlap are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cell length: 4.50 bohr
well depth V0: 6.00 hartree
well sharpness s in -V0 exp(s(cos(2 pi x/a)-1)): 1.90
sphere radius: 1.20 bohr
k0: 0.418879 1/bohr
lowest three energies at k0: -4.033956 -1.041681 0.261959 hartree
partial-wave energies, each parity: -4.034043 -0.985355 -1.066989 hartree
largest error of S norm before orthonormalizing: 3.80e-10
metric matrix diagonal at k0: 0.008047 0.529923 bohr^2
metric eigenvalues g: 0.006475 0.531495 bohr^2
trace of metric: 0.537970 bohr^2
trace of metric: 0.150647 angstrom^2
2(1-sigma)/b^2, augmented, b=0.02/bohr: 0.006473 0.531539 bohr^2
all-electron singular values, b=0.5/bohr: 0.999364 0.930829
augmented singular values, b=0.5/bohr: 0.999364 0.930829
smooth singular values, b=0.5/bohr: 0.804657 0.579811
augmented singular values, b=0.2/bohr: 0.99987512 0.98928521
smooth singular values, b=0.2/bohr: 0.863046 0.577919
augmented singular values, b=0.1/bohr: 0.99996791 0.99733709
smooth singular values, b=0.1/bohr: 0.871172 0.577702
augmented singular values, b=0.05/bohr: 0.99999192 0.99933529
smooth singular values, b=0.05/bohr: 0.873192 0.577650
augmented singular values, b=0.02/bohr: 0.99999871 0.99989369
smooth singular values, b=0.02/bohr: 0.873757 0.577636
predicted smooth limit: 0.873865 0.577633
larger 2(1-sigma)/b^2 at b=0.2, 0.1, 0.05: 0.535739 0.532582 0.531768 bohr^2
ratio of successive changes: 3.8823
pseudized Q: predicted coefficients: 0.057053 0.525694 bohr^2
pseudized Q: 2(1-sigma)/b^2: 0.057050 0.525738 bohr^2
zone average of metric trace: 0.768791 bohr^2
augmented spread, 20 and 40 k points: 0.766838 0.768302 bohr^2
smooth spread, 20 and 40 k points: 187.158 746.759 bohr^2
smooth spread ratio: 3.9900
\end{verbatim}
